# Nonreciprocal phase shift of TM modes in a transversely magnetised waveguide

## 1. Definitions and conventions

Layers are stacked along $x$, light travels along $+z$ (forward) or $-z$ (backward), and the magnetisation lies along $y$, in the film plane and across the guide. The slab is uniform along $y$. Fields vary as $e^{i\beta z-i\omega t}$, where $\beta$ carries a sign: $\beta_f>0$ and $\beta_b<0$. The vacuum wavenumber is $k_0=\omega/c$, and all media are nonmagnetic at optical frequency, so $\mathbf B=\mu_0\mathbf H$.

The relative permittivity is $n^2(x)+\Delta\varepsilon$. The part of $\Delta\varepsilon$ linear in the magnetisation $\mathbf M$ follows from two conditions. Onsager symmetry, $\varepsilon_{ij}(\mathbf M)=\varepsilon_{ji}(-\mathbf M)$, makes the linear part antisymmetric. Absence of loss makes it Hermitian, hence imaginary. In an isotropic or cubic medium the axial vector equivalent to this antisymmetric tensor must be parallel to $\mathbf M$. For $\mathbf M\parallel y$ only the $xz$ pair remains:

$$\Delta\varepsilon_{xz}=ig,\qquad \Delta\varepsilon_{zx}=-ig,\qquad g\ \text{real}.$$

The gyration $g(x)$ changes sign with $\mathbf M$. Terms quadratic in $\mathbf M$ are omitted.

The size of $g$ comes from the Faraday rotation of bulk material. For light travelling along $\mathbf M$, the transverse permittivity block has eigenvalues $n^2\pm g$, belonging to circular waves with indices $n_\pm\simeq n\pm g/(2n)$. The polarisation turns by half their phase difference, so the rotation per length has magnitude

$$\theta=\frac{k_0(n_+-n_-)}{2}\simeq\frac{k_0g}{2n},\qquad g\simeq\frac{2n\theta}{k_0}. \tag{1}$$

## 2. First-order shift of the propagation constant

Let $\mathbf E_0,\mathbf H_0$ be a lossless, non-degenerate guided mode for $g=0$, with constant $\beta_0$. Let $\mathbf E,\mathbf H$ be the mode it becomes when $g$ is present, with constant $\beta$. Maxwell's equations are

$$\nabla\times\mathbf E=i\omega\mu_0\mathbf H,\qquad \nabla\times\mathbf H=-i\omega\varepsilon_0(n^2+\Delta\varepsilon)\mathbf E,$$

and the unperturbed fields obey them without $\Delta\varepsilon$. Using $\nabla\cdot(\mathbf A\times\mathbf B)=\mathbf B\cdot\nabla\times\mathbf A-\mathbf A\cdot\nabla\times\mathbf B$,

$$\nabla\cdot(\mathbf E_0^*\times\mathbf H)=-i\omega\mu_0\mathbf H_0^*\cdot\mathbf H+i\omega\varepsilon_0\mathbf E_0^*\cdot(n^2+\Delta\varepsilon)\mathbf E,$$

$$\nabla\cdot(\mathbf E\times\mathbf H_0^*)=i\omega\mu_0\mathbf H_0^*\cdot\mathbf H-i\omega\varepsilon_0n^2\mathbf E\cdot\mathbf E_0^*.$$

In the sum, the magnetic terms and the $n^2$ terms cancel:

$$\nabla\cdot(\mathbf E_0^*\times\mathbf H+\mathbf E\times\mathbf H_0^*)=i\omega\varepsilon_0\,\mathbf E_0^*\cdot\Delta\varepsilon\,\mathbf E.$$

Both sides vary along $z$ as $e^{i(\beta-\beta_0)z}$. Integrate over $x$. The $x$ component of the bracket contains tangential fields alone, which are continuous at interfaces and vanish far away, so its derivative integrates to zero. The $z$ derivative gives a factor $i(\beta-\beta_0)$:

$$(\beta-\beta_0)\int(\mathbf E_0^*\times\mathbf H+\mathbf E\times\mathbf H_0^*)_z\,dx=\omega\varepsilon_0\int\mathbf E_0^*\cdot\Delta\varepsilon\,\mathbf E\,dx. \tag{2}$$

No approximation has been made in (2). The right side already contains one factor of $g$, so to first order $\mathbf E,\mathbf H$ may be replaced by $\mathbf E_0,\mathbf H_0$ on both sides:

$$\delta\equiv\beta-\beta_0=\frac{\omega\varepsilon_0\int\mathbf E_0^*\cdot\Delta\varepsilon\,\mathbf E_0\,dx}{2\,\mathrm{Re}\int(\mathbf E_0\times\mathbf H_0^*)_z\,dx}. \tag{3}$$

The discontinuity of $E_x$ at interfaces does no harm. The interfaces stay in place and $\Delta\varepsilon$ is small everywhere, so the field changes by order $g$ at every point. A displaced interface would be different, because a thin strip would then undergo a large change of permittivity.

For a strip guide, (2) and (3) hold with $dx$ replaced by $dx\,dy$; the flux through the distant boundary vanishes in the same way.

## 3. TM fields and the direction of travel

A TM mode has $H_y=\varphi(x)$, which can be chosen real, together with $E_x$ and $E_z$. The $x$ and $z$ components of the unperturbed equation for $\nabla\times\mathbf H$ read $-i\beta_0\varphi=-i\omega\varepsilon_0n^2E_x$ and $\varphi'=-i\omega\varepsilon_0n^2E_z$. Hence

$$E_x=\frac{\beta_0\varphi}{\omega\varepsilon_0n^2},\qquad E_z=\frac{i\varphi'}{\omega\varepsilon_0n^2}.$$

The numerator of (3) needs

$$\mathbf E_0^*\cdot\Delta\varepsilon\,\mathbf E_0=ig(E_x^*E_z-E_z^*E_x)=-2g\,\mathrm{Im}(E_x^*E_z)=-\frac{2g\beta_0\varphi\varphi'}{\omega^2\varepsilon_0^2n^4}.$$

Since $(\mathbf E_0\times\mathbf H_0^*)_z=E_xH_y^*$, the denominator is $(2\beta_0/\omega\varepsilon_0)\int\varphi^2/n^2\,dx$. The factors $2\beta_0$ and $\omega\varepsilon_0$ cancel:

$$\boxed{\;\delta=-\frac{\displaystyle\int\frac{g}{n^4}\,\varphi\varphi'\,dx}{\displaystyle\int\frac{\varphi^2}{n^2}\,dx}\;} \tag{4}$$

The quantity $\mathrm{Im}(E_x^*E_z)$ measures how strongly, and in which sense, the electric field rotates in the $xz$ plane. The magnetised medium has different permittivities for the two senses. Reversing the direction of travel reverses the sense at a given point, and so reverses the effect on the mode.

In the algebra, $\beta_0\to-\beta_0$ with the same $\varphi$ changes the sign of both numerator and denominator, so the signed shift $\delta$ is unchanged. Thus $\beta_f=\beta_0+\delta$ and $\beta_b=-\beta_0+\delta$, where $\beta_0>0$ from here on:

$$|\beta_f|=\beta_0+\delta,\qquad |\beta_b|=\beta_0-\delta,\qquad |\beta_f|-|\beta_b|=2\delta. \tag{5}$$

The nonreciprocal phase shift per length is $2\delta$. Published values may quote $\delta$ or $2\delta$, so the definition must be checked before comparison.

TE slab modes have $E_y$ alone, for which $\Delta\varepsilon\,\mathbf E=0$: the part of $\Delta\varepsilon$ linear in this magnetisation does not act on them. Conversely, components of $\mathbf M$ along $x$ or $z$ create $yz$ or $xy$ tensor elements, which give zero in (3) for a TM mode because $E_y=0$. If the magnetisation is tilted, $g$ in (4) is therefore the value belonging to its $y$ component.

## 4. Interface sum and symmetry

In a uniform layer $g/n^4$ is constant and $\varphi\varphi'=\tfrac12(\varphi^2)'$. The layer contributes $-\tfrac12(g/n^4)(\varphi^2_{\rm top}-\varphi^2_{\rm bottom})$ to the numerator of (4). Each interface $j$ is the top of the layer below and the bottom of the layer above, so collecting terms gives

$$\delta=\frac{\tfrac12\sum_j\varphi_j^2\left[(g/n^4)_{\rm above}-(g/n^4)_{\rm below}\right]}{\int\varphi^2/n^2\,dx}. \tag{6}$$

When all layers are uniform, a large shift needs a strong field at an interface where $g/n^4$ jumps. In a mirror-symmetric guide with uniform $g$ in its core, the two interfaces carry equal $\varphi^2$ and opposite jumps, so $\delta=0$.

The full equations show what happens beyond first order. Write $h=\sqrt{\mu_0/\varepsilon_0}\,H_y$, $E_z=ie$ and $N=\beta/k_0$. Maxwell's equations with the complete tensor become

$$E_x=\frac{Nh+ge}{n^2},\qquad h'=k_0(n^2e-gE_x),\qquad e'=k_0(NE_x-h). \tag{7}$$

These equations keep their form under $(N,g,E_x)\to(-N,-g,-E_x)$. Reversing the direction is thus equivalent to reversing the magnetisation. If $|\beta_f|=B(g)$, then $|\beta_b|=B(-g)$. The difference is odd in $g$, so its first correction is of third order. The mean is even, so it moves at second order.

They also keep their form under $x\to-x$, $e\to-e$, $g\to-g$. For $n(x)$ and $g(x)$ both even this gives $B(g)=B(-g)$, and the null holds beyond perturbation theory within model (7). If the two core halves are magnetised oppositely, $g(x)$ is odd and the argument imposes no null.

As a test, a 500 nm garnet core ($n=2.20$, $g=0.008525$) in silica ($n=1.44$) was solved from (7). Uniform magnetisation gave $\delta=0$ to numerical precision. With $+g$ in the lower 250 nm and $-g$ in the upper 250 nm, both (7) and (6) gave $\delta=-3.778$ rad/mm. The sign follows from (6): the central interface has jump $-2g/n^4$ and the largest $\varphi^2$.

## 5. Closed form for a magnetised cover

Take a substrate $s$ below $x=0$, a core $f$ of thickness $d$, and a gyrotropic cover $c$ above $x=d$. For $g=0$, $\varphi''=(\beta_0^2-k_0^2n^2)\varphi$ in each layer. Define, for $j=c,s$,

$$\kappa^2=k_0^2n_f^2-\beta_0^2,\qquad \gamma_j^2=\beta_0^2-k_0^2n_j^2,\qquad \rho_j=\frac{n_f^2\gamma_j}{n_j^2\kappa}.$$

The field decays as $e^{-\gamma_j|x-x_j|}$ outside the core. Continuity of $E_z$ means continuity of $\varphi'/n^2$. On the core side this gives $\varphi'=\kappa\rho_s\varphi_s$ at $x=0$ and $\varphi'=-\kappa\rho_c\varphi_c$ at $x=d$. With $\varphi=A\cos(\kappa x-\psi)$ in the core, these conditions read $\tan\psi=\rho_s$ and $\tan(\kappa d-\psi)=\rho_c$. For the fundamental mode,

$$\kappa d=\arctan\rho_c+\arctan\rho_s, \tag{8}$$

which fixes $\beta_0$.

In the core $A^2=\varphi^2+\varphi'^2/\kappa^2$, so $\varphi_j^2=A^2/(1+\rho_j^2)$. Also

$$(\varphi\varphi')'=\varphi'^2-\kappa^2\varphi^2=\kappa^2A^2-2\kappa^2\varphi^2.$$

Integrating over the core and inserting the edge slopes,

$$\int_0^d\varphi^2dx=\frac{A^2d}{2}-\frac{[\varphi\varphi']_0^d}{2\kappa^2}=\frac{A^2d}{2}+\sum_{j=c,s}\frac{\rho_j\varphi_j^2}{2\kappa}.$$

Divided by $n_f^2$, each edge term becomes $\gamma_j\varphi_j^2/(2\kappa^2n_j^2)$. Each outer layer adds $\varphi_j^2/(2\gamma_jn_j^2)$. Together,

$$\int\frac{\varphi^2}{n^2}dx=\frac{A^2}{2}\left[\frac{d}{n_f^2}+\sum_{j=c,s}\frac{\kappa^2+\gamma_j^2}{\kappa^2\gamma_jn_j^2(1+\rho_j^2)}\right].$$

The numerator of (6) is $\tfrac12(g/n_c^4)A^2/(1+\rho_c^2)$, and $A^2/2$ cancels:

$$\boxed{\;\delta=\frac{g/[n_c^4(1+\rho_c^2)]}{\displaystyle\frac{d}{n_f^2}+\sum_{j=c,s}\frac{\kappa^2+\gamma_j^2}{\kappa^2\gamma_jn_j^2(1+\rho_j^2)}}\;} \tag{9}$$

**Thin core.** For $n_c>n_s$ the mode reaches cutoff when $\gamma_c\to0$. Then $\rho_c\to0$, the cover term grows as $1/(\gamma_cn_c^2)$, and $\delta\to g\gamma_c/n_c^2\to0$: the field spreads into the cover and is weak at the interface. Close to cutoff, (7) gives the cover decay constants $\gamma_c+k_0g/n_c$ forward and $\gamma_c-k_0g/n_c$ backward, to leading order. A guided mode needs a positive decay constant, so one direction loses its mode when $\gamma_c$ falls to $k_0|g|/n_c$. Below that value (9) no longer describes a pair of guided modes.

**Thick core.** For large $d$, (8) gives $\kappa\to\pi/d$ and $\rho_c\to\infty$. The numerator of (9) tends to $g\kappa^2/(n_f^4\gamma_c^2)$ and the denominator to $d/n_f^2$, so

$$\delta\to\frac{\pi^2g}{n_f^2\gamma_c^2d^3}.$$

The field withdraws from the interface. A finite thickness between the two limits maximises the shift.

## 6. Worked example: silicon with a garnet cover at 1550 nm

The core is silicon ($n_f=3.48$, $d=220$ nm), the substrate silica ($n_s=1.44$), and the cover cerium-substituted yttrium iron garnet ($n_c=2.20$) with a Faraday rotation of 4500 deg/cm in magnitude. These are rough typical values. The sign of $g$ is taken positive, which selects one of the two magnetisation directions.

With $\theta=78.54$ rad/cm and $k_0=4.05367$ rad/µm $=40\,536.7$ rad/cm, (1) gives

$$g=\frac{2(2.20)(78.54)}{40\,536.7}=0.008525.$$

Equation (8) gives $\beta_0/k_0=2.4562$, $\kappa=9.993$, $\gamma_c=4.427$ and $\gamma_s=8.066$ µm$^{-1}$, with $\rho_c=1.108$ and $\rho_s=4.714$. In the cover $|E_z/E_x|=\gamma_c/\beta_0=0.445$, so the field ellipse is far from linear. The numerator of (9) is $1.6328\times10^{-4}$. The core, cover and substrate terms of its denominator are 18.17, 25.05 and 4.25 nm. Therefore

$$\delta=\frac{1.6328\times10^{-4}}{47.47\ \text{nm}}=3.440\ \text{rad/mm},\qquad 2\delta=6.88\ \text{rad/mm}\approx3940\ \text{deg/cm}.$$

Direct integration of (3), the interface sum (6) and the full solution of (7) also give $\delta=3.440$ rad/mm. The full solution differs from first order by about $10^{-4}$ % of $\delta$. This figure belongs to model (7); the omitted terms quadratic in $\mathbf M$ enter at the same order. When $g$ was raised from 8 to 16 times its value, the error of the first-order difference grew by 7.995 and the shift of the mean index by 4.000, as third and second order require.

A forward–backward phase difference of $\pi$ in one guide needs $L=\pi/(2\delta)=0.457$ mm. In an interferometer with oppositely magnetised arms, the phase between the arms is $+2\delta L$ forward and $-2\delta L$ backward, so the same difference needs half the length, 0.228 mm. A reciprocal bias of $-\pi/2$ then puts the arms in phase forward and in antiphase backward.

With wavelength, indices and $g$ held fixed, the silicon thickness changes $2\delta$ as follows.

| $d$ (nm) | $2\delta$ (rad/mm) |
|---|---|
| 150 | 4.32 |
| 200 | 7.13 |
| 250 | 5.79 |
| 300 | 3.80 |
| 400 | 1.66 |

The maximum, 7.13 rad/mm, lies near 202 nm. This optimum belongs to these indices and to a cover in direct contact with the core.

## 7. Real devices and neglected effects

A garnet cover can be attached to silicon by bonding, which can leave a thin oxide layer. A 10 nm silica gap lowers $2\delta$ by 22 %, to about 5.4 rad/mm, and lengthens the $\pi$ section to about 0.59 mm. The rotation of a real film depends on its composition and growth, and $2\delta$ scales with it in proportion. A measured rotation should replace the value used here.

Replacing the infinite cover by a 500 nm garnet film, with a medium of index 2.0 above it, changes $2\delta$ by 0.03 %. So small a change is particular to this example. The film's upper interface has a jump of opposite sign in (6), so $\delta$ falls to zero as the film is made very thin. For a strip 600 nm wide with air at its sides, an effective-index estimate gives a strip index of 2.27 and raises $2\delta$ by 3 %. Neither the size nor the sign of that change is reliable, because the estimate puts air beside the guide at every height, whereas a bonded garnet film extends sideways beyond the core. The estimated index is also close to the garnet index of 2.20. Under an infinitely thick garnet cover, a mode with a true index below 2.20 would leak into the garnet, and the estimate is too rough to exclude that. For a garnet film of finite thickness the limit is lower: it is the index of the film's highest slab mode or, if the film is too thin to guide, the highest index among the media around it. The estimate also omits TE–TM mixing, so a final design needs a two-dimensional mode solution inserted in (3).

**Absorption.** A small imaginary part of the garnet index changes the mode index by that amount times $\partial N/\partial n_c=0.590$. A rough garnet loss of 50 dB/cm thus gives a mode loss of 29.5 dB/cm, or 1.35 dB over 0.457 mm. The loss itself depends on direction: slightly because the two modes overlap the garnet differently, and further because an absorbing garnet has a complex $g$. Neither effect is sized here.

**Temperature.** Heating by 50 K, with a rough silicon index slope of $1.8\times10^{-4}$ K$^{-1}$ and a rough relative slope of $g$ of $-0.2$ % per kelvin, lowers $2\delta$ by 9.9 % if the garnet and silica indices are held fixed. The silicon index alone changes it by 0.09 %, so nearly all of the fall comes from $g$. Silicon heating also adds a reciprocal phase of 0.18 rad/K over 0.457 mm. The garnet index drifts as well; with $\partial N/\partial n_c=0.590$ it adds a further 0.11 rad/K for each $10^{-4}$ K$^{-1}$ of its own slope. This reciprocal phase cancels between the two directions, but it shifts the interferometer bias if the arms warm unequally.

**Ring resonators.** In a ring much larger than the mode width, the transverse direction is radial. Resonance fixes $|\beta|$, so a shift $\pm\delta$ at fixed frequency is compensated by $\mp v_g\delta$ in $\omega$, where $v_g=d\omega/d\beta_0$. With radial magnetisation the two directions are split by $2v_g|\delta|$. Under uniform in-plane magnetisation the radial component varies as the cosine of the angle around the ring, its average vanishes, and so does the first-order splitting. A first-order splitting therefore needs a radial component whose average over the garnet-covered parts of the ring is not zero. Radial magnetisation provides this. So does uniform magnetisation with garnet only on the half of the ring where the radial component has one sign.

The numerical output lists the values to more digits.

## Values computed for the example and the checks

```
wavelength: 1550 nm; k0: 4.05367 rad/um
indices Si, SiO2, garnet: 3.48, 1.44, 2.2
silicon thickness: 220 nm
Faraday rotation: 4500 deg/cm = 78.540 rad/cm
gyration g: 0.008525
unperturbed mode index: 2.456174
beta0: 9.95651 rad/um
kappa: 9.99343 1/um
gamma cover: 4.42721 1/um
gamma substrate: 8.06587 1/um
rho cover, substrate: 1.10848, 4.71379
|E_z/E_x| in garnet: 0.4447
closed form numerator: 1.632849e-04
denominator core, cover, substrate: 18.1662, 25.0491, 4.2523 nm
denominator sum: 47.4677 nm
delta, closed form: 3.439919 rad/mm
delta, overlap integral: 3.439919 rad/mm
delta, interface sum: 3.439919 rad/mm
delta, full solver: 3.439922 rad/mm
index forward, backward: 2.4570212, 2.4553240
phase shift 2 delta: 6.8798 rad/mm = 3942 deg/cm
length for pi difference: 0.4566 mm
length, two opposed arms: 0.2283 mm
error ratio on doubling g, difference: 7.995
shift ratio on doubling g, mean: 4.000
uniform symmetric guide, delta: 0.0e+00 rad/mm
opposed halves, full solver: -3.77832 rad/mm
opposed halves, first order: -3.77832 rad/mm
Si 150 nm: 2 delta = 4.3162 rad/mm
Si 200 nm: 2 delta = 7.1252 rad/mm
Si 250 nm: 2 delta = 5.7853 rad/mm
Si 300 nm: 2 delta = 3.8014 rad/mm
Si 400 nm: 2 delta = 1.6555 rad/mm
best Si thickness: 202.0 nm, 2 delta = 7.1290 rad/mm
Neglected effects (change of 2 delta unless stated)
higher orders in g: 0.00010 %
mean index shift, second order: -1.01e-06
oxide gap 10 nm: -22.20 %
garnet film 500 nm on index 2.0: 0.03 %
strip width 600 nm: 2.76 %, strip index 2.2703
garnet loss: 50 dB/cm; dN/dn garnet: 0.5899
mode loss: 29.49 dB/cm; over pi length: 1.347 dB
Si dn/dT: 1.8e-04 1/K; dN/dn Si: 0.5416
reciprocal thermal phase, pi length: 0.1805 rad/K
relative slope of g: -0.2 %/K
heating 50 K, Si index only: 0.09 %
heating 50 K, Si index and g: -9.92 %
```
